\section*{Charge conjugation in the Dirac equation, tested on a bound electron, part 2}

We ask how charge conjugation acts on Dirac spinors in different representations. Hartree atomic units are used, with $c=1/\alpha$. A particle of unit mass and charge $q$ moves in real potentials $A_\mu=(\phi/c,-\mathbf A)$; $x^0=ct$, $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$, and $\psi$ has ordinary complex components:
\begin{equation}
D(q)\psi=0,\qquad D(q)=\gamma^\mu\,(i\partial_\mu-qA_\mu)-c ,
\label{dirac}
\end{equation}
\begin{equation}
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,1 .
\label{clifford}
\end{equation}
With $\alpha^k=\gamma^0\gamma^k$, $\beta=\gamma^0$,
\begin{equation}
c\gamma^0D(q)=i\partial_t-h(q),\qquad h(q)=c\,\boldsymbol\alpha\cdot(-i\nabla-q\mathbf A)+\beta c^2+q\phi,
\label{ham}
\end{equation}
In the opening case, a particle at rest in constant potential $\phi_0$, the levels are $\pm c^2+q\phi_0$, with unit columns $e_1,e_2$ (upper sign) and $e_3,e_4$ (lower). There $B\psi^*$ solves the equation for $-q$ if $B\beta B^{-1}=-\beta$.

Pauli's theorem: two $4\times4$ sets obeying \eqref{clifford} are related by $\gamma^\mu T=T\gamma'^\mu$, with $T$ invertible and unique up to a factor. A matrix commuting with all $\gamma^\mu$ is a multiple of $1$. The adjoint is $\bar\psi=\psi^\dagger H$, with $H$ Hermitian and
\begin{equation}
H\gamma^\mu=\gamma^{\mu\dagger}H .
\label{Hdef}
\end{equation}
In unitary representations ($\gamma^{0\dagger}=\gamma^0$, $\gamma^{k\dagger}=-\gamma^k$) one can take $H=\gamma^0$. The matrix $C$, unique up to a factor, obeys
\begin{equation}
C\gamma^{\mu T}C^{-1}=-\gamma^\mu,\qquad\text{equivalently}\qquad C\gamma^{\mu T}=-\gamma^\mu C .
\label{Cdef}
\end{equation}
\begin{equation}
D(q)\psi=0\quad\Longrightarrow\quad D(-q)\psi_c=0,\qquad \psi_c=C\bar\psi^{\,T}.
\label{main}
\end{equation}
For an index subset $A$ with $n$ elements (the rank), $\Gamma_A$ is the ordered product of its $\gamma^\mu$:
\begin{equation}
\gamma^\mu\Gamma_A=(-1)^{n}\,\Gamma_A\gamma^\mu\quad(\mu\notin A),\qquad
\gamma^\mu\Gamma_A=(-1)^{n-1}\,\Gamma_A\gamma^\mu\quad(\mu\in A).
\label{pass}
\end{equation}
Each $\Gamma_A\ne1$ anticommutes with some $\gamma^\mu$ and is traceless, so the sixteen products are a basis. With $C^T=\varepsilon C$, $\varepsilon=\pm1$,
\begin{equation}
(\Gamma_AC)^T=\varepsilon\,(-1)^{n(n+1)/2}\,\Gamma_AC .
\label{signs}
\end{equation}
Six products $\Gamma_AC$ have symmetry $\varepsilon$ and ten $-\varepsilon$. Only six antisymmetric $4\times4$ matrices can be independent, so $\varepsilon=-1$:
\begin{equation}
C^T=-C
\label{antisym}
\end{equation}
Below, $E_{ab}$ has a single entry $1$, in row $a$ and column $b$.

The proof used the number of $\gamma$ matrices and their size, and the result can fail when they are changed. It need not: in $1+1$ dimensions with $2\times2$ matrices there is one product of symmetry $\varepsilon$ and three of symmetry $-\varepsilon$, and since only one antisymmetric matrix can be independent, $\varepsilon=-1$ again. In $5+1$ dimensions there are six matrices of size $8\times8$ and $64$ products. All arguments above go through, since for odd rank $n\le5$ there is still an index outside $A$, and $64$ is the dimension of the space of $8\times8$ matrices. For $n=0,\dots,6$ the factor in \eqref{signs} is $+,-,-,+,+,-,-$ and the numbers of products are $1,6,15,20,15,6,1$. This gives $1+20+15=36$ matrices of symmetry $\varepsilon$ and $6+15+6+1=28$ of symmetry $-\varepsilon$. Only $8\cdot7/2=28$ antisymmetric matrices can be independent, so $\varepsilon=+1$ and $C$ is symmetric. In $3+1$ dimensions one can also satisfy \eqref{clifford} with the $8\times8$ matrices $\gamma^\mu\otimes1_2$, which describe two Dirac fields side by side. Sixteen products do not span the $8\times8$ matrices, and uniqueness is lost. Writing a candidate as $\sum_{ab}X_{ab}\otimes E_{ab}$ with $a,b=1,2$, condition \eqref{Cdef} holds for each $4\times4$ block $X_{ab}$ separately, so $X_{ab}=M_{ab}C$ and the general solution is $C\otimes M$, a four-dimensional family. Its transpose is $-C\otimes M^T$, and the antisymmetric choice $M=i\sigma_2$ gives a symmetric invertible solution. The phrase ``every representation'' therefore means every $4\times4$ one in $3+1$ dimensions.

How $C$ changes from one such representation to another is found by trial. Let $\tilde\gamma^\mu=S\gamma^\mu S^{-1}$ and $\tilde\psi=S\psi$, which by Pauli's theorem covers all cases. Then $\tilde\gamma^{\mu T}=(S^T)^{-1}\gamma^{\mu T}S^T$ and $\tilde\gamma^{\mu\dagger}=(S^\dagger)^{-1}\gamma^{\mu\dagger}S^\dagger$, and
\begin{align}
(SCS^T)\,\tilde\gamma^{\mu T}&=SC\gamma^{\mu T}S^T=-S\gamma^\mu CS^T=-\tilde\gamma^\mu\,(SCS^T),\\
\left[(S^\dagger)^{-1}HS^{-1}\right]\tilde\gamma^\mu&=(S^\dagger)^{-1}H\gamma^\mu S^{-1}=(S^\dagger)^{-1}\gamma^{\mu\dagger}HS^{-1}=\tilde\gamma^{\mu\dagger}\left[(S^\dagger)^{-1}HS^{-1}\right].
\end{align}
So
\begin{equation}
\tilde C=SCS^T,\qquad \tilde H=(S^\dagger)^{-1}HS^{-1}.
\label{cov}
\end{equation}
The matrix $C$ transforms with $S^T$ and not with $S^{-1}$. This law preserves antisymmetry, $(SCS^T)^T=SC^TS^T$, while properties such as $C^2=-1$ or $C^*=C$ are not preserved and are in any case changed by the free factor. The adjoint transforms as $\tilde\psi^\dagger\tilde H=\psi^\dagger S^\dagger(S^\dagger)^{-1}HS^{-1}=\bar\psi S^{-1}$, so that
\begin{equation}
\tilde\psi_c=SCS^T\,(S^T)^{-1}\bar\psi^{\,T}=S\psi_c :
\end{equation}
the conjugate spinor transforms like $\psi$ itself, and \eqref{main} has the same content in all representations. Starting from a unitary representation, $\tilde H\tilde\gamma^0=(S^\dagger)^{-1}\gamma^0\gamma^0S^{-1}=(S^{-1})^\dagger S^{-1}$ is positive definite, so the sign of $H$ can always be chosen to make the density $\bar\psi\gamma^0\psi$ positive.

Explicit forms follow from the pattern of symmetric and antisymmetric $\gamma$'s. If $\gamma^{\mu T}=+\gamma^\mu$, condition \eqref{Cdef} says that $C$ anticommutes with $\gamma^\mu$, and if $\gamma^{\mu T}=-\gamma^\mu$ it says that $C$ commutes with it. In the Dirac representation
\begin{equation}
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix},\qquad
\gamma^{kT}=\begin{pmatrix}0&-\sigma_k^T\\\sigma_k^T&0\end{pmatrix}.
\end{equation}
Because $\sigma_1$ and $\sigma_3$ are symmetric and $\sigma_2$ is antisymmetric, $\gamma^0$ and $\gamma^2$ are symmetric and $\gamma^1$ and $\gamma^3$ antisymmetric. So $C$ anticommutes with $\gamma^0,\gamma^2$ and commutes with $\gamma^1,\gamma^3$. By \eqref{pass}, a product of even rank anticommutes with the $\gamma^\mu$ whose index lies in $A$, which selects $A=\{0,2\}$, of even rank as required. A product of odd rank anticommutes with those outside $A$, which would select $A=\{1,3\}$, whose rank is not odd. Thus $\gamma^2\gamma^0$ is a solution, and by uniqueness the only one up to a factor. The factor $i$ makes it real:
\begin{equation}
C=i\gamma^2\gamma^0=\begin{pmatrix}0&-i\sigma_2\\-i\sigma_2&0\end{pmatrix}
=\begin{pmatrix}0&0&0&-1\\0&0&1&0\\0&-1&0&0\\1&0&0&0\end{pmatrix},
\label{CDirac}
\end{equation}
where $-i\sigma_2$ has the rows $(0,-1)$ and $(1,0)$. The antisymmetry is visible in the entries, and together with \eqref{cov} it is a second proof of \eqref{antisym}. The Weyl representation has the same $\gamma^k$ and a $\gamma^0$ with unit blocks off the diagonal, again symmetric. The pattern is unchanged and $C=i\gamma^2\gamma^0$, now block diagonal with blocks $i\sigma_2$ and $-i\sigma_2$. In a unitary Majorana representation all four matrices are imaginary, $\gamma^{\mu*}=-\gamma^\mu$; an example is
\begin{equation}
\gamma^0=\begin{pmatrix}0&\sigma_2\\\sigma_2&0\end{pmatrix},\quad
\gamma^1=\begin{pmatrix}i\sigma_3&0\\0&i\sigma_3\end{pmatrix},\quad
\gamma^2=\begin{pmatrix}0&-\sigma_2\\\sigma_2&0\end{pmatrix},\quad
\gamma^3=\begin{pmatrix}-i\sigma_1&0\\0&-i\sigma_1\end{pmatrix}.
\end{equation}
From $M^T=(M^\dagger)^*$ one gets $\gamma^{0T}=\gamma^{0*}=-\gamma^0$ and $\gamma^{kT}=-\gamma^{k*}=+\gamma^k$. Now $C$ commutes with $\gamma^0$ and anticommutes with $\gamma^1,\gamma^2,\gamma^3$. Even rank would need $A=\{1,2,3\}$, which is odd, and odd rank needs $A=\{0\}$, which fits. So $C\propto\gamma^0$, which is antisymmetric in this representation.

The matrix $B$ of the opening case is now determined. Since $\bar\psi^{\,T}=(\psi^\dagger H)^T=H^T\psi^*$,
\begin{equation}
\psi_c=B\psi^*,\qquad B=CH^T .
\end{equation}
The transpose of \eqref{Hdef} is $\gamma^{\mu T}H^T=H^T\gamma^{\mu*}$, and therefore $B\gamma^{\mu*}=C\gamma^{\mu T}H^T=-\gamma^\mu CH^T$, or
\begin{equation}
B\gamma^{\mu*}B^{-1}=-\gamma^\mu .
\label{Bdef}
\end{equation}
For $\mu=0$ and real $\beta$ this is the condition found for the particle at rest. In the Dirac representation $B=i\gamma^2\gamma^0\gamma^0=i\gamma^2$, with blocks $i\sigma_2$ above the diagonal and $-i\sigma_2$ below it, so that
\begin{equation}
\psi_c=(\psi_4^*,\,-\psi_3^*,\,-\psi_2^*,\,\psi_1^*)^T .
\label{comp}
\end{equation}
The column $e_1$ goes to $e_4$: an upper component with spin up becomes a lower component with spin down. In the Majorana representation the choice $C=-\gamma^0$ gives $B=-\gamma^0\gamma^{0T}=(\gamma^0)^2=1$, and charge conjugation is plain complex conjugation.

Equation \eqref{Bdef} gives \eqref{main} in a stronger form, valid for any differentiable spinor function $\chi$, whether it solves the equation or not:
\begin{align}
B\,[D(q)\chi]^*&=B\left[\gamma^{\mu*}(-i\partial_\mu-qA_\mu^*)-c\right]\chi^*\nonumber\\
&=\left[\gamma^\mu(i\partial_\mu+qA_\mu^*)-c\right]B\chi^*=D(-q)\,B\chi^* ,
\label{identity}
\end{align}
where the last step needs $A_\mu^*=A_\mu$. With a complex potential, such as one added to absorb outgoing waves, the left side exceeds $D(-q)B\chi^*$ by $q\gamma^\mu(A_\mu^*-A_\mu)B\chi^*$, and $\psi_c$ solves the equation with charge $-q$ in the potential $A_\mu^*$ instead. Other couplings are handled in the same way. A real scalar term added to $c$ passes through conjugation and through $B$ unchanged, so it keeps its sign. A term $\kappa_P\,\sigma^{\mu\nu}F_{\mu\nu}$ with real coefficient and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$ changes sign, because the two signs from \eqref{Bdef} cancel and the conjugation of $i$ remains: $B\sigma^{\mu\nu*}B^{-1}=-\sigma^{\mu\nu}$. An anomalous magnetic moment is thus reversed along with the charge. Gauge transformations agree with the assignment of charge: \eqref{dirac} is unchanged under $A_\mu\to A_\mu+\partial_\mu\Lambda$, $\psi\to e^{-iq\Lambda}\psi$, since $i\partial_\mu e^{-iq\Lambda}=q(\partial_\mu\Lambda)e^{-iq\Lambda}$, and then $\psi_c\to e^{+iq\Lambda}\psi_c$, which is the phase for charge $-q$. Because $D$ contains $q$ and $A_\mu$ only as the product $qA_\mu$, reversing the charge in a fixed field gives the same equation as reversing the field at fixed charge. The map $\psi\to\psi_c$ connects two different equations, and it is a symmetry of a single equation only when $qA_\mu=0$.

For static fields, \eqref{Bdef} gives $B\beta^*B^{-1}=-\beta$ and $B\alpha^{k*}B^{-1}=(-\gamma^0)(-\gamma^k)=\alpha^k$. Conjugating \eqref{ham},
\begin{align}
B\,h(q)^*B^{-1}&=c\,\boldsymbol\alpha\cdot(i\nabla-q\mathbf A)-\beta c^2+q\phi\nonumber\\
&=-\left[c\,\boldsymbol\alpha\cdot(-i\nabla+q\mathbf A)+\beta c^2-q\phi\right]=-h(-q).
\label{mirror}
\end{align}
If $h(q)u=Eu$ with real $E$, then $h(q)^*u^*=Eu^*$, and multiplying by $B$ gives $h(-q)Bu^*=-E\,Bu^*$. The spectrum of $h(-q)$ is the mirror image of that of $h(q)$. In general the spectrum of $h(q)$ is not its own mirror image, as the levels $\pm c^2+q\phi_0$ of the opening case show. The other quantum numbers follow from the same rule. A plane-wave factor $e^{i\mathbf p\cdot\mathbf x}$ becomes $e^{-i\mathbf p\cdot\mathbf x}$. The spin matrices $\Sigma^3=i\gamma^1\gamma^2$ (and cyclic), which equal $\mathrm{diag}(\sigma_k,\sigma_k)$ in the Dirac representation, obey $B\Sigma^{k*}B^{-1}=-\Sigma^k$ for the same reason as $\sigma^{\mu\nu}$, and $\mathbf L=-i\,\mathbf x\times\nabla$ obeys $\mathbf L^*=-\mathbf L$. For $J_z=L_z+\tfrac12\Sigma^3$ and $K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$, whose eigenvalue is written $-\kappa$,
\begin{equation}
BJ_z^*B^{-1}=-J_z,\qquad BK^*B^{-1}=(-\beta)\left[(-\boldsymbol\Sigma)\cdot(-\mathbf L)+1\right]=-K ,
\label{JK}
\end{equation}
so the eigenvalues of both change sign. Read in the other direction, the map takes a negative-energy solution for the electron, with energy $-E$, momentum $-\mathbf p$ and angular momentum $-m$, to a positive-energy solution for charge $+1$ with $E$, $\mathbf p$ and $m$. This is how the one-particle equation supplies the wave functions of the positron.

Applying the operation twice gives $(\psi_c)_c=B(B\psi^*)^*=BB^*\psi$. The conjugate of \eqref{Bdef} is $B^*\gamma^\mu=-\gamma^{\mu*}B^*$, so $BB^*\gamma^\mu=-B\gamma^{\mu*}B^*=\gamma^\mu BB^*$ and $BB^*=\lambda\,1$ for some number $\lambda$. It is real: the conjugate equation is $B^*B=\lambda^*$, while $B^*B=B^{-1}(BB^*)B=\lambda$. Rescaling $B\to\mu B$ multiplies $\lambda$ by $|\mu|^2$, which can bring $|\lambda|$ to $1$ but cannot alter its sign. Nor can a change of representation. From \eqref{cov}, $\tilde H^T=(S^T)^{-1}H^T(S^*)^{-1}$, so $\tilde B=SB(S^*)^{-1}$ and $\tilde B\tilde B^*=SBB^*S^{-1}=\lambda$. The sign may therefore be computed in a unitary representation. There $\gamma^\mu$ and $\gamma^{\mu T}$ are unitary matrices, and \eqref{Cdef} in the form $C=-\gamma^\mu C(\gamma^{\mu T})^{-1}$ (no sum) gives
\begin{equation}
C^\dagger C=\gamma^{\mu T}C^\dagger\gamma^{\mu\dagger}\gamma^\mu C(\gamma^{\mu T})^{-1}=\gamma^{\mu T}\,C^\dagger C\,(\gamma^{\mu T})^{-1}.
\end{equation}
So $C^\dagger C$ commutes with all $\gamma^{\mu T}$ and is a multiple of $1$, a positive one because $C$ is invertible, and $C$ can be scaled to be unitary. Then $C^*=(C^\dagger)^T=(C^T)^{-1}=\varepsilon C^{-1}$, and with $H=\gamma^0=\gamma^{0\dagger}$,
\begin{equation}
BB^*=C\gamma^{0T}\,C^*\gamma^{0\dagger}=-\gamma^0\,CC^*\,\gamma^0=-\varepsilon\,(\gamma^0)^2=-\varepsilon .
\label{invol}
\end{equation}
The antisymmetry of $C$ is what makes $BB^*=+1$ and $(\psi_c)_c=\psi$; a constant phase in $C$ remains free. In $5+1$ dimensions, where $\varepsilon=+1$, the same lines give $BB^*=-1$. The difference matters for the Majorana condition $\psi_c=\psi$, which implies $\psi=BB^*\psi$. It has only the solution $\psi=0$ when $BB^*=-1$, whereas in $3+1$ dimensions it is consistent. In the Majorana representation with the choice $B=1$ it states that $\psi$ is real; with another phase of $C$, so that $B=e^{i\theta}$, it states that $e^{-i\theta/2}\psi$ is real. A solution of \eqref{dirac} with $\psi_c=\psi$ satisfies both $D(q)\psi=0$ and $D(-q)\psi=0$, whose difference is $2q\gamma^\mu A_\mu\psi=0$. Multiplying by $\gamma^\nu A_\nu$ gives $qA^\mu A_\mu\psi=0$, so at a point where $A^\mu A_\mu\neq0$ a nonzero $\psi$ requires $q=0$.

With $C$ unitary in a unitary representation, the adjoint of $\psi_c=C\gamma^{0T}\psi^*$ is
\begin{equation}
\bar\psi_c=\psi^T\gamma^{0*}C^\dagger\gamma^0=\psi^T\gamma^{0T}C^{-1}\gamma^0=-\psi^T\gamma^{0T}\gamma^{0T}C^{-1}=-\psi^TC^{-1}.
\label{barc}
\end{equation}
The second step uses $\gamma^{0*}=\gamma^{0T}$ for a Hermitian matrix, and the third uses \eqref{Cdef} in the form $C^{-1}\gamma^\mu=-\gamma^{\mu T}C^{-1}$. Both ends of \eqref{barc} acquire the factor $S^{-1}$ on the right under \eqref{cov}, since $\tilde\psi^T\tilde C^{-1}=\psi^TS^T(S^T)^{-1}C^{-1}S^{-1}$. If $H$ is rescaled by a real number, the condition $BB^*=1$ rescales $C$ inversely, up to a phase, and both ends change alike. So \eqref{barc} holds in every representation normalized by $BB^*=1$. The current of the conjugate spinor is
\begin{equation}
\bar\psi_c\gamma^\mu\psi_c=-\psi^TC^{-1}\gamma^\mu C\,\bar\psi^{\,T}=\psi^T\gamma^{\mu T}\bar\psi^{\,T}=\bar\psi\gamma^\mu\psi .
\label{current}
\end{equation}
The last step reads $\sum_{ab}\psi_a(\gamma^\mu)_{ba}\bar\psi_b=\sum_{ab}\bar\psi_b(\gamma^\mu)_{ba}\psi_a$ and exchanges the order of $\psi_a$ and $\bar\psi_b$, which is free for ordinary functions. The probability current is unchanged. A reversed sign of its time component was excluded from the start, because the density is positive for every spinor; that the spatial components also keep their sign is a result of the calculation. The electric current $q\,\bar\psi\gamma^\mu\psi$ reverses through the factor $q$ alone. For anticommuting field operators the same exchange costs a minus sign, apart from a constant term, and the reversal is then carried by $\bar\psi\gamma^\mu\psi$ itself.

Conjugation has been shown to mirror the spectrum between charges $q$ and $-q$, to reverse $J_z$ and $K$, and to leave the probability current of ordinary spinor functions unchanged. What remains is to test these statements numerically and on a bound state.
